# Comment on equating diffusion capacitance with stored charge per volt: test program

```python
"""
Result under test: a long p+n diode has stored charge with dQ/dV = g*tau, but
admittance Y = g*sqrt(1 + i*omega*tau), hence low-frequency capacitance g*tau/2.
Half of the stored holes return through the junction; the others recombine.

g: zero-frequency conductance; tau: hole lifetime; D: hole diffusivity;
L = sqrt(D*tau): diffusion length; Q: stored excess hole charge; V: voltage.
The solvers use depth in units of L and time in units of tau.
For a finite base, C = (dQ/dV) * integral(h^2)/integral(h), where h(x) is the
probability that a hole at depth x reaches the junction before it is lost.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.special import erfc


def diffusion_matrix(width, cells, back):
    """Finite-volume loss operator: diffusion plus unit recombination rate."""
    h = width / cells
    diagonal = np.full(cells, 2 / h**2 + 1.0)
    diagonal[0] += 1 / h**2
    diagonal[-1] += 1 / h**2 if back == "ohmic" else -1 / h**2
    off_diagonal = np.full(cells - 1, -1 / h**2)
    return h, diagonal, off_diagonal


def response(omega_tau, width=12.0, cells=6000, back="ohmic"):
    """Junction flux, stored charge and profile for unit edge density."""
    h, diagonal, off_diagonal = diffusion_matrix(width, cells, back)
    bands = np.zeros((3, cells), dtype=complex)
    bands[0, 1:] = off_diagonal
    bands[1] = diagonal + 1j * omega_tau
    bands[2, :-1] = off_diagonal
    source = np.zeros(cells, dtype=complex)
    source[0] = 2 / h**2
    profile = solve_banded((1, 1), bands, source)
    return 2 * (1 - profile[0]) / h, h * profile.sum(), profile


# Model diode, SI units
temperature = 300.0
bias = 0.60
area = 1e-6
diffusivity = 1e-3
tau = 1e-6
hole_density = 1e10
donor_density = 1e22
charge_unit = const.e
thermal_voltage = const.k * temperature / const.e
length = np.sqrt(diffusivity * tau)

# Steady state and its derivatives with respect to bias
steady_flux, steady_charge, _ = response(0.0)


def edge_excess(voltage):
    return hole_density * np.expm1(voltage / thermal_voltage)


def current(voltage):
    scale = charge_unit * area * diffusivity / length
    return scale * edge_excess(voltage) * steady_flux.real


def stored_charge(voltage):
    scale = charge_unit * area * length
    return scale * edge_excess(voltage) * steady_charge.real


dv = 1e-4
g = (current(bias + dv) - current(bias - dv)) / (2 * dv)
dq_dv = (stored_charge(bias + dv) - stored_charge(bias - dv)) / (2 * dv)
saturation = charge_unit * area * diffusivity * hole_density / length
bias_current = current(bias)
bias_charge = stored_charge(bias)
assert abs(g * thermal_voltage / (bias_current + saturation) - 1) < 1e-4
assert abs(bias_current / (saturation * np.expm1(bias / thermal_voltage)) - 1) < 1e-4
assert abs(bias_charge / (bias_current * tau) - 1) < 1e-4
assert abs(dq_dv / (g * tau) - 1) < 1e-4
injection_ratio = edge_excess(bias) / donor_density
assert injection_ratio < 0.05

# Small-signal admittance and lagging charge from the diffusion equation
table = []
for omega_tau in (0.01, 0.1, 1.0, 10.0, 100.0):
    flux, charge, _ = response(omega_tau)
    root = np.sqrt(1 + 1j * omega_tau)
    assert abs(flux / root - 1) < 1e-3
    assert abs(charge * root - 1) < 1e-3
    admittance = g * flux / steady_flux.real
    capacitance = admittance.imag * tau / omega_tau
    phase = np.degrees(np.angle(admittance))
    table.append((omega_tau, admittance.real, capacitance, phase))
high_frequency_law = g * np.sqrt(tau / (2 * 100.0 / tau))
assert abs(table[-1][2] / high_frequency_law - 1) < 0.01
assert abs(table[-1][3] - 45) < 0.5

low = 0.01
flux, charge, _ = response(low)
c_low = table[0][2]
c_storage = g * tau * (1j * low * charge).imag / low
c_recombination = g * tau * charge.imag / low
assert abs(c_low / dq_dv - 0.5) < 1e-3
assert abs(c_storage / dq_dv - 1) < 1e-3
assert abs(c_recombination / dq_dv + 0.5) < 1e-3

# Junction switched to zero bias: follow the holes in time by modes
cells, width = 1200, 12.0
h, diagonal, off_diagonal = diffusion_matrix(width, cells, "ohmic")
rates, modes = eigh_tridiagonal(diagonal, off_diagonal)
root_time = np.linspace(0, 5.5, 5501)
decay = np.exp(-np.outer(root_time**2, rates))


def follow_holes(initial):
    """Remaining charge, return current, and their time-integrated shares."""
    weights = modes.T @ initial
    remaining = h * decay @ (modes.sum(axis=0) * weights)
    returning = 2 / h * decay @ (modes[0] * weights)
    start = h * initial.sum()
    returned = simpson(2 * root_time * returning, x=root_time) / start
    recombined = simpson(2 * root_time * remaining, x=root_time) / start
    return remaining / start, returning / start, returned, recombined


initial_profile = response(0.0, width, cells)[2].real
remaining, returning, returned, recombined = follow_holes(initial_profile)
assert abs(returned - 0.5) < 2e-3
assert abs(recombined - 0.5) < 2e-3
assert abs(returned + recombined - 1) < 1e-3
switch_rows = []
for y in (0.5, 1.0):
    k = int(np.argmin(abs(root_time - y)))
    law = np.exp(-y**2) / (np.sqrt(np.pi) * y) - erfc(y)
    assert abs(remaining[k] - erfc(y)) < 1e-3
    assert abs(returning[k] - law) < 2e-3
    switch_rows.append((y**2, remaining[k], returning[k]))

# Return probability of holes released at one depth
return_rows = []
for depth in (0.5, 1.0, 2.0):
    cell = int(depth / h)
    position = (cell + 0.5) * h
    initial = np.zeros(cells)
    initial[cell] = 1 / h
    probability = follow_holes(initial)[2]
    assert abs(probability - np.exp(-position)) < 1e-3
    return_rows.append((position, probability))

# Finite bases: capacitance ratio against the mean return probability
base_rows = []
for back, shape in (("ohmic", np.sinh), ("blocking", np.cosh)):
    for base in (0.1, 1.0, 3.0):
        ac_flux = response(low, base, 1000, back)[0]
        dc_charge = response(0.0, base, 1000, back)[1].real
        ratio = ac_flux.imag / low / dc_charge

        def probability_at(x):
            return shape(base - x) / shape(base)

        mean = (quad(lambda x: probability_at(x)**2, 0, base)[0]
                / quad(probability_at, 0, base)[0])
        assert abs(ratio - mean) < 1e-3
        base_rows.append((back, base, ratio))
assert abs(base_rows[0][2] - 2 / 3) < 0.01
assert abs(base_rows[3][2] - 1) < 0.01

print(f"temperature = {temperature:.0f} K")
print(f"thermal voltage kT/q = {thermal_voltage * 1e3:.3f} mV")
print(f"bias = {bias:.2f} V")
print(f"junction area = {area * 1e6:.1f} mm^2")
print(f"hole diffusivity D = {diffusivity * 1e4:.1f} cm^2/s")
print(f"hole lifetime tau = {tau * 1e6:.1f} microseconds")
print(f"equilibrium hole density = {hole_density:.1e} m^-3")
print(f"donor density = {donor_density:.1e} m^-3")
print(f"diffusion length L = {length * 1e6:.2f} micrometres")
print(f"edge excess hole density = {edge_excess(bias):.3e} m^-3")
print(f"edge excess / donor density = {injection_ratio:.4f}")
print(f"saturation current = {saturation:.3e} A")
print(f"bias current I = {bias_current * 1e3:.4f} mA")
print(f"stored charge Q = {bias_charge * 1e9:.4f} nC")
print(f"conductance g = {g * 1e3:.3f} mS")
print(f"dQ/dV by varying the bias = {dq_dv * 1e9:.3f} nF")
print(f"product g tau = {g * tau * 1e9:.3f} nF")
print(f"capacitance at omega tau = {low}: {c_low * 1e9:.3f} nF")
print(f"  part from dQ/dt = {c_storage * 1e9:.3f} nF")
print(f"  part from Q/tau = {c_recombination * 1e9:.3f} nF")
print(f"frequency at omega tau = 1: {1 / (2 * np.pi * tau) / 1e3:.2f} kHz")
print("omega tau | G (mS) | C (nF) | phase (degrees)")
for omega_tau, real_part, capacitance, phase in table:
    print(f"{omega_tau:7.2f} | {real_part * 1e3:.3f} | "
          f"{capacitance * 1e9:.3f} | {phase:.2f}")
print(f"high-frequency law for C at omega tau = 100: "
      f"{high_frequency_law * 1e9:.3f} nF")
print("After switching the junction to zero bias:")
print(f"  fraction returned through junction = {returned:.4f}")
print(f"  fraction recombined = {recombined:.4f}")
print(f"  charge returned = {returned * bias_charge * 1e9:.4f} nC")
print(f"  charge recombined = {recombined * bias_charge * 1e9:.4f} nC")
print("t/tau | remaining fraction of Q | return current / (Q/tau)")
for time, left, back_current in switch_rows:
    print(f"{time:.2f} | {left:.4f} | {back_current:.4f}")
print("start depth / L | probability of return")
for position, probability in return_rows:
    print(f"{position:.3f} | {probability:.4f}")
print("back contact | base width / L | C / (dQ/dV)")
for back, base, ratio in base_rows:
    print(f"{back} | {base:.1f} | {ratio:.4f}")
print("no test failed")
```

It prints:

```
temperature = 300 K
thermal voltage kT/q = 25.852 mV
bias = 0.60 V
junction area = 1.0 mm^2
hole diffusivity D = 10.0 cm^2/s
hole lifetime tau = 1.0 microseconds
equilibrium hole density = 1.0e+10 m^-3
donor density = 1.0e+22 m^-3
diffusion length L = 31.62 micrometres
edge excess hole density = 1.201e+20 m^-3
edge excess / donor density = 0.0120
saturation current = 5.067e-14 A
bias current I = 0.6085 mA
stored charge Q = 0.6085 nC
conductance g = 23.538 mS
dQ/dV by varying the bias = 23.538 nF
product g tau = 23.538 nF
capacitance at omega tau = 0.01: 11.769 nF
  part from dQ/dt = 23.537 nF
  part from Q/tau = -11.766 nF
frequency at omega tau = 1: 159.15 kHz
omega tau | G (mS) | C (nF) | phase (degrees)
   0.01 | 23.539 | 11.769 | 0.29
   0.10 | 23.568 | 11.754 | 2.86
   1.00 | 25.861 | 10.712 | 22.50
  10.00 | 55.327 | 5.007 | 42.14
 100.00 | 167.283 | 1.656 | 44.71
high-frequency law for C at omega tau = 100: 1.664 nF
After switching the junction to zero bias:
  fraction returned through junction = 0.5000
  fraction recombined = 0.4999
  charge returned = 0.3042 nC
  charge recombined = 0.3042 nC
t/tau | remaining fraction of Q | return current / (Q/tau)
0.25 | 0.4795 | 0.3993
1.00 | 0.1573 | 0.0503
start depth / L | probability of return
0.505 | 0.6035
1.005 | 0.3660
2.005 | 0.1347
back contact | base width / L | C / (dQ/dV)
ohmic | 0.1 | 0.6663
ohmic | 1.0 | 0.6373
ohmic | 3.0 | 0.5386
blocking | 0.1 | 0.9967
blocking | 1.0 | 0.7757
blocking | 3.0 | 0.5149
no test failed
```
